# Symmetry breaking of an adiabatic two-site Holstein electron at $g^2/K=2t$

## Result

One electron hops with matrix element $-t$ between two equivalent sites. Site $i$ has energy $-g x_i$, where $x_i$ is a local displacement with elastic energy $Kx_i^2/2$. If the lattice is classical and the electron follows it in its instantaneous ground state, the lowest energy belongs to a symmetric state for $g^2/K\le 2t$. For

$$\frac{g^2}{K}>2t$$

there are two equivalent minima, each with more of the electron on one site. The occupation difference grows continuously from zero at the threshold.

I take $t>0$. A negative $t$ becomes positive when the sign of one site orbital is reversed, which leaves the occupations unchanged. The occupations are $n_1$ and $n_2$, with $n_1+n_2=1$ and $m=n_1-n_2$. Two combinations recur:

$$E_p=\frac{g^2}{2K},\qquad \lambda=\frac{E_p}{t}=\frac{g^2}{2Kt}.$$

The threshold is $\lambda=1$.

## 1. Simplest case: no hopping

Let $t=0$ and put the electron on site 1. The energy is

$$E=-gx_1+\tfrac12K(x_1^2+x_2^2).$$

Its derivatives vanish at $x_1=g/K$, $x_2=0$, where $E=-g^2/K+g^2/(2K)=-E_p$. So $E_p$ is the energy gained when the lattice relaxes around an electron fixed on one site.

Now share the electron equally. Each site has energy $-gx/2+Kx^2/2$, which is lowest at $x=g/(2K)$ with value $-g^2/(8K)$. The two sites together give $-g^2/(4K)=-E_p/2$. Sharing halves the relaxation energy, but with hopping restored the symmetric orbital gains $-t$.

Comparing these two extreme states, $-E_p$ against $-E_p/2-t$, would put the change at $E_p=2t$, or $g^2/K=4t$. This is not the threshold, because a partly localized electron keeps some hopping energy. The intermediate states must be included.

## 2. Hopping at fixed displacements

Define $s=x_1+x_2$ and $d=x_1-x_2$. The site energies are

$$-gx_1=-\frac{gs}{2}-\frac{gd}{2},\qquad -gx_2=-\frac{gs}{2}+\frac{gd}{2}.$$

With $\delta=gd$, the electronic matrix is $-gs/2$ times the unit matrix plus

$$h=\begin{pmatrix}-\delta/2&-t\\-t&\delta/2\end{pmatrix}.$$

This matrix has zero trace and determinant $-\delta^2/4-t^2$. Its eigenvalues are therefore $\pm R$, with

$$R=\sqrt{t^2+\delta^2/4}.$$

For the lower state with amplitudes $(a,b)$, the first row gives $-\delta a/2-tb=-Ra$, hence $tb=(R-\delta/2)a$. The occupation difference is

$$m=\frac{a^2-b^2}{a^2+b^2}=\frac{t^2-(R-\delta/2)^2}{t^2+(R-\delta/2)^2}.$$

Since $t^2=(R-\delta/2)(R+\delta/2)$, a common factor $R-\delta/2$ cancels:

$$m=\frac{(R+\delta/2)-(R-\delta/2)}{(R+\delta/2)+(R-\delta/2)}=\frac{\delta}{2R}.$$

**Limits.** For $|\delta|\gg t$, $R\to|\delta|/2$ and $|m|\to1$: the electron sits on the lower site. For $|\delta|\ll t$, $m\simeq\delta/(2t)$: hopping resists polarization. With $t=0.1$ eV this response is $1/(0.2\ \text{eV})=5\ \text{eV}^{-1}$, as found numerically.

## 3. Let the lattice relax

Because $x_1^2+x_2^2=(s^2+d^2)/2$, the adiabatic energy is

$$E(s,d)=\frac K4(s^2+d^2)-\frac{gs}{2}-\sqrt{t^2+\frac{g^2d^2}{4}}.$$

The coordinates separate. The condition $Ks/2-g/2=0$ gives $s=g/K$, and the $s$ part contributes $g^2/(4K)-g^2/(2K)=-g^2/(4K)=-E_p/2$. This common displacement follows the total charge and does not distinguish the sites. Symmetry breaking involves $d$ alone.

Since $dR/dd=g^2d/(4R)$, the slope is

$$\frac{\partial E}{\partial d}=\frac{Kd}{2}-\frac{g^2d}{4R}.$$

Differentiating again,

$$\frac{\partial^2E}{\partial d^2}=\frac K2-\frac{g^2}{4R}+\frac{g^2d}{4R^2}\,\frac{g^2d}{4R}
=\frac K2-\frac{g^2}{4R^3}\left(R^2-\frac{g^2d^2}{4}\right)
=\frac K2-\frac{g^2t^2}{4R^3}.$$

At $d=0$, where $R=t$,

$$\left.\frac{\partial^2E}{\partial d^2}\right|_{0}=\frac K2-\frac{g^2}{4t}=\frac K2(1-\lambda).$$

It changes sign at $g^2/K=2t$. The first term is the elastic cost of making the sites different, and the second is the energy the electron gains by polarizing.

**Limits.** For $g\to0$ the curvature is the bare $K/2$. For $t\to0$ at fixed $g$ it tends to $-\infty$, so any coupling localizes the electron, in agreement with section 1.

### The same threshold as feedback

A small site-energy difference $\delta$ produces $m=\delta/(2t)$. The force balance $\partial E/\partial x_i=-gn_i+Kx_i=0$ gives $x_i=gn_i/K$, so the lattice answers with $d=(g/K)m$. This creates a new site-energy difference

$$\delta'=gd=\frac{g^2}{K}\,\frac{\delta}{2t}=\lambda\delta.$$

Thus $\lambda$ is the gain of the loop from charge to lattice and back. If an external difference $F$ is applied, self-consistency requires $\delta=F+\lambda\delta$, so

$$m=\frac{F}{2t(1-\lambda)}\qquad(\lambda<1,\ F\to0).$$

The lattice amplifies the electronic response by $1/(1-\lambda)$, which diverges at the threshold.

## 4. Could the state jump earlier?

A negative curvature proves that the symmetric state is unstable. A positive curvature does not by itself exclude a lower, distant minimum. The slope settles this when written as

$$\frac{\partial E}{\partial d}=\frac{Kd}{2}\left(1-\frac{E_p}{R}\right).$$

For $\lambda\le1$ we have $R\ge t\ge E_p$, and $R>t$ whenever $d\ne0$. The bracket is then positive for every $d\neq0$, so the energy rises steadily with $|d|$. The symmetric state is the one stationary point and the global minimum, including at $\lambda=1$.

For $\lambda>1$ the bracket is negative while $R<E_p$ and positive once $R>E_p$. The energy first falls with $|d|$ and then rises. There are two minima, at $R=E_p$, and $d=0$ lies between them. The numerical surface has one stationary point at $\lambda=0.99$ and three at $\lambda=1.01$.

To see the onset, write $d=(g/K)u$. Then $gd/2=E_pu$ and $Kd^2/4=E_pu^2/2$, so at relaxed $s$

$$E(u)=-\frac{E_p}{2}+\frac{E_pu^2}{2}-R,\qquad R=t\sqrt{1+\lambda^2u^2}.$$

Expanding the root for small $\lambda u$,

$$E(u)=-\frac{E_p}{2}-t+\frac{t}{2}\lambda(1-\lambda)u^2+\frac{t\lambda^4}{8}u^4+\cdots$$

The quartic term is positive, so the minima move out continuously from $u=0$.

**Limit.** At $\lambda=1$ the quadratic term vanishes and the coefficient of $u^4$ is $t/8=0.0125$ eV. The numerical value, 0.01248 eV, is taken at a small finite $u$, where the next term, $-tu^6/16$, lowers it slightly.

## 5. The localized state

At a minimum $R=E_p$, so $t^2+E_p^2u^2=E_p^2$. Also $m=\delta/(2R)=E_pu/R=u$ there. Hence

$$|m|=\sqrt{1-\frac1{\lambda^2}},\qquad x_i=\frac{g n_i}{K}.$$

Inserting $R=E_p$ and $E_pu^2=E_p-t^2/E_p$ in the energy,

$$E_{\rm loc}=-\frac{E_p}{2}+\frac12\left(E_p-\frac{t^2}{E_p}\right)-E_p=-E_p-\frac{t^2}{2E_p}.$$

The symmetric point has $E_{\rm sym}=-E_p/2-t$. Every path between the wells crosses $d=0$, where the lowest available energy is $E_{\rm sym}$; the path at constant $s=g/K$ rises no higher. The barrier is therefore

$$B=E_{\rm sym}-E_{\rm loc}=\frac{E_p}{2}-t+\frac{t^2}{2E_p}=\frac{(E_p-t)^2}{2E_p}.$$

**Limits.** For $t\to0$, $|m|\to1$ and $E_{\rm loc}\to-E_p$, as in section 1. The term $-t^2/(2E_p)$ is the leading hopping correction: second-order perturbation theory gives $-t^2/(2E_p)$ because, with the lattice relaxed around site 1, that site lies at $-g^2/K=-2E_p$ and the empty one at zero.

Near threshold, $1-1/\lambda^2=(\lambda-1)(\lambda+1)/\lambda^2\simeq2(\lambda-1)$. Thus

$$|m|\simeq\sqrt{2(\lambda-1)},\qquad B\simeq\frac t2(\lambda-1)^2.$$

The occupation difference rises steeply while the barrier starts very small. At $\lambda=1.1$ the square-root law gives $|m|\simeq0.447$, about 7% above the full value 0.417.

## 6. Softening of the lattice mode

Give each site a mass $M$. The kinetic energy is $M(\dot s^2+\dot d^2)/4$, so $d$ has effective mass $M/2$. Its bare curvature $K/2$ gives $\omega^2=K/M$. On the adiabatic surface the frequency $\Omega$ obeys

$$\frac{\Omega^2}{\omega^2}=\frac{\partial^2E/\partial d^2}{K/2}=1-\frac{E_pt^2}{R^3}.$$

Setting $R=t$ below threshold and $R=E_p$ above it,

$$\frac{\Omega^2}{\omega^2}=\begin{cases}1-\lambda,&\lambda<1,\\1-1/\lambda^2,&\lambda>1.\end{cases}$$

The mode softens from both sides. Near the threshold the second expression is $2(\lambda-1)$, so $\Omega^2$ recovers twice as fast above as it falls below. The computed ratios are 0.100 at $\lambda=0.9$ and 0.174 at $\lambda=1.1$; the latter is below 0.2 because $\lambda=1.1$ is already outside the strictly linear range.

**Limits.** The ratio tends to one for $\lambda\to0$, where the electron hardly feels the lattice, and for $\lambda\to\infty$, where it is fixed on one site and can no longer polarize.

## 7. A worked case

Take round model parameters $t=0.1$ eV and $K=10$ eV/Å$^2$. The critical coupling is

$$g_c=\sqrt{2tK}=\sqrt{2\times0.1\times10}=1.414\ \text{eV/Å}.$$

A root search on the numerical curvature gives the same value.

For $g=2$ eV/Å, $g^2/K=4/10=0.4$ eV, which exceeds $2t=0.2$ eV. Then $E_p=0.2$ eV and $\lambda=2$. The occupation difference is

$$m=\sqrt{1-\tfrac14}=0.866,$$

so $n_1=(1+0.866)/2=0.933$ and $n_2=0.067$. With $g/K=0.2$ Å, the displacements are $x_1=0.2\times0.933=0.187$ Å and $x_2=0.013$ Å. The energies are

$$E_{\rm loc}=-0.2-\frac{0.01}{0.4}=-0.225\ \text{eV},\qquad E_{\rm sym}=-0.1-0.1=-0.200\ \text{eV},$$

and the barrier is 0.025 eV. This case lies at $E_p=2t$, where the crude comparison of section 1 finds a tie. The whole barrier is the net energy $t^2/(2E_p)$ gained through residual hopping, which the comparison left out. An unconstrained minimization over both displacements reproduces the localized state, and a minimization along $x_1=x_2$ reproduces $E_{\rm sym}$.

## 8. Generalization: a bias between the sites

Add $-F(n_1-n_2)/2$ to the energy, with $F>0$ favouring site 1. Now $\delta=gd+F$. Force balance still gives $d=(g/K)m$, so $\delta=2E_pm+F$. From $m=\delta/(2R)$ and $R^2=t^2+\delta^2/4$ we get $R^2(1-m^2)=t^2$, hence $\delta=2Rm=2tm/\sqrt{1-m^2}$. The stationary states obey

$$F=\frac{2tm}{\sqrt{1-m^2}}-2E_pm.$$

The curvature of section 3 holds with the new $R$:

$$\frac{\partial^2E}{\partial d^2}=\frac K2\left[1-\lambda(1-m^2)^{3/2}\right].$$

A state that holds the electron mainly on the unfavourable site, $m<0$, loses stability when the bracket vanishes, at $1-m^2=\lambda^{-2/3}$. This has a solution with $m\ne0$ for $\lambda>1$. There $1/\sqrt{1-m^2}=\lambda^{1/3}$, and the limiting bias is

$$F_c=2|m|\left(E_p-t\lambda^{1/3}\right)=2E_p|m|\left(1-\lambda^{-2/3}\right)=2E_p\left(1-\lambda^{-2/3}\right)^{3/2}.$$

For $|F|<F_c$ both wells exist, and the occupied one depends on history. In this model, hysteresis under bias thus begins at the same threshold, $g^2/K=2t$.

**Limits.** $F_c\to0$ as $\lambda\to1$. For $t\to0$, $F_c\to2E_p$, which is the depth of the relaxed occupied site below the empty one.

## 9. What the factor 2 depends on

The factor belongs to one electron and to independent displacements on the two sites. Put two electrons of opposite spin in the lower orbital, without repulsion. The electronic energy doubles:

$$E=\frac K4(s^2+d^2)-gs-2R.$$

The curvature at $d=0$ becomes $K/2-g^2/(2t)$, and the threshold is $g^2/K=t$. For the parameters above, $g_c$ falls to 1.000 eV/Å, again as found numerically. Repulsion between the electrons would require a different electronic energy.

The definition of the coordinate matters too. If a single coordinate $y$ shifts the sites by $\mp gy$ at elastic cost $Ky^2/2$, then $E=Ky^2/2-\sqrt{t^2+g^2y^2}$. Its curvature at zero is $K-g^2/t$, and the threshold reads $g^2/K=t$ for one electron. The physics is the same; $g$ and $K$ mean different things.

## 10. Generalization: a quantum lattice

With $q=d/\sqrt2$, the antisymmetric mode has mass $M$ and stiffness $K$. Writing $q=\sqrt{\hbar\omega/(2K)}\,(a+a^\dagger)$, its Hamiltonian together with the electron is

$$H=-t\sigma_x-c\,\sigma_z(a+a^\dagger)+\hbar\omega\left(a^\dagger a+\tfrac12\right),\qquad c=\frac{g}{\sqrt2}\sqrt{\frac{\hbar\omega}{2K}},$$

where $\sigma_z=n_1-n_2$. The operation $P=\sigma_x(-1)^{a^\dagger a}$ exchanges the sites and reverses $q$. It changes the sign of both $\sigma_z$ and $a+a^\dagger$, so it commutes with $H$. A nondegenerate ground state is an eigenstate of $P$, and $P\sigma_zP=-\sigma_z$ then forces $\langle m\rangle=0$. The adiabatic threshold marks the appearance of a double well, not a broken symmetry of the quantum ground state.

For the worked case, the two lowest levels are split by 4.3, 0.26 and 0.00091 meV at $\hbar\omega=40$, 20 and 10 meV. At fixed $K$, a slower lattice is a heavier one, $M=K/\omega^2$. The semiclassical tunnelling exponent, $\int\sqrt{2M(E-E_{\rm loc})}\,dq/\hbar$, then grows as $1/\omega$ on an unchanged surface, which accounts for the rapid collapse.

Once the splitting is tiny, a weak perturbation selects a well. At $\hbar\omega=10$ meV, a term $-b(n_1-n_2)$ with $b=0.1$ meV gives $\langle m\rangle=0.852$, within 2% of the adiabatic 0.866.

**Limit.** For a slow lattice, the ground energy should approach $E_{\rm loc}$ plus the zero-point energies of the symmetric mode and the renormalized antisymmetric mode:

$$\frac{\hbar\omega+\hbar\Omega}{2}=\frac{1+0.866}{2}\,\hbar\omega=0.933\,\hbar\omega.$$

Extrapolation of the quantum energies to small $\hbar\omega$ gives the same coefficient, 0.933.

Two conditions follow. To use the adiabatic surface near $d=0$, which includes the threshold region and the top of the barrier, the electron must be fast, $\hbar\omega\ll2t$, since the gap between the electronic levels has its smallest value, $2t$, at $d=0$. This condition is necessary but does not fix the accuracy: the electron changes site over a range $|d|\sim2t/g$, which narrows as the coupling grows, so at fixed $\hbar\omega/t$ the surface describes the barrier top less well at large $\lambda$. With $t=0.1$ eV and $\hbar\omega=40$ meV, a splitting computed on the adiabatic surface alone is too large by about 16% at $\lambda=2$ and by nearly 50% at $\lambda=8$. For separate wells to hold the state, the barrier must also be well above the zero-point energy $\hbar\Omega/2$. Near threshold, with $B\simeq t(\lambda-1)^2/2$ and $\Omega\simeq\omega\sqrt{2(\lambda-1)}$, this requires

$$(\lambda-1)^{3/2}\gg\sqrt2\,\frac{\hbar\omega}{t}.$$

At any finite phonon frequency there is therefore a range just above $g^2/K=2t$ where the surface has two minima but the lattice motion spreads over both. The sharp threshold belongs to the classical lattice. The numerical output below gives the values on both sides of it.

## Numbers as computed

```
hopping t = 0.100 eV
stiffness K = 10.000 eV/A^2
critical g, one electron (numerical) = 1.4142 eV/A
critical g^2/K, one electron = 0.2000 eV
critical g^2/(K t), one electron = 2.0000
critical g, two electrons = 1.0000 eV/A
critical g^2/(K t), two electrons = 1.0000
stationary points at lam = 0.99: 1
stationary points at lam = 1.01: 3
quartic coefficient at threshold = 0.01248 eV
electronic response m/delta = 5.0000 1/eV
lam, g (eV/A), m, squared mode frequency ratio:
  0.5  1.0000  0.0000  0.5000
  0.9  1.3416  0.0000  0.1000
  1.1  1.4832  0.4166  0.1736
  1.5  1.7321  0.7454  0.5555
  2.0  2.0000  0.8660  0.7500
example g = 2.000 eV/A
example g^2/K = 0.4000 eV
example Ep = 0.2000 eV
example loop gain lam = 2.0000
example n1 = 0.9330, n2 = 0.0670
example m = 0.8660
example x1 = 0.1866 A, x2 = 0.0134 A
example energy of localized minimum = -0.2250 eV
example energy of symmetric saddle = -0.2000 eV
example barrier = 0.0250 eV
example mode frequency ratio = 0.8660
quantum lattice: phonon energy (meV), splitting (meV), |mean m|:
  40.0  4.318e+00  0.000000
  20.0  2.553e-01  0.000000
  10.0  9.144e-04  0.000000
bias b in -b(n1-n2) = 0.100 meV
mean m with bias, phonon energy 10 meV = 0.8516
zero-point energy / hw, quantum limit = 0.9330
zero-point energy / hw, adiabatic = 0.9330
```
